\section*{Electronic formation free energy of a defect in a metal}

\section{Result and conventions}

Let a defect cell of a metal hold $N_d$ electrons, and let $x$ perfect cells, each with $N_b$ electrons, supply the same atoms. For a vacancy in a cell of $M$ atoms, $x=(M-1)/M$. At low temperature the electronic part of the formation free energy is
\begin{equation}
F^f_{\rm el}(T)\equiv F^f(T)-F^f(0)=-\frac{\pi^2}{6}(kT)^2\,\Delta D+O(T^4),
\label{main}
\end{equation}
\begin{equation}
\Delta D=D_d(\varepsilon_{F,d})-x\,D_b(\varepsilon_{F,b}).
\label{excess}
\end{equation}
Here $D$ is the density of states (DOS) of a whole cell, with both spins counted. Each DOS is taken at the Fermi level of its own cell, so a constant shift of the potential between the two calculations has no effect. If atoms come from another metallic reservoir, its DOS per atom is subtracted in the same way.

The nuclei and the electron numbers are held fixed, and vibrations are treated separately. The value of $\Delta D$ depends on the chosen cell volumes even for a very large cell, because a far-field strain of order $1/M$ acts on a DOS of order $M$. For a formation free energy at zero pressure, each cell is taken at its own relaxed $T=0$ volume. The DOS must be smooth over several $kT$, with $D(\varepsilon_F)>0$, and no magnetic or structural transition may intervene. Because the formation energy is a fixed linear combination of cells, it suffices to prove for one cell that
\begin{equation}
F(T,N)-F(0,N)=-a\,D(\varepsilon_F)+O(T^4),\qquad a\equiv\frac{\pi^2}{6}(kT)^2 .
\label{onecell}
\end{equation}

\section{First derivation: number and energy}

Take independent electrons in levels that do not change with temperature. Let $f=1/(e^{(\varepsilon-\mu)/kT}+1)$, let $g$ be smooth, and let $K(\varepsilon)=\int_{-\infty}^{\varepsilon}g\,d\varepsilon'$. Integration by parts gives $\int g f\,d\varepsilon=\int K(-f')\,d\varepsilon$, since $K$ vanishes at the bottom and $f$ at the top. The function $-f'$ is even about $\mu$ and has unit area. With $y=(\varepsilon-\mu)/kT$, its second moment is $(kT)^2$ times
\begin{align}
\int_{-\infty}^{\infty}\frac{y^2e^{y}}{(1+e^{y})^2}dy
&=2\sum_{n\ge1}(-1)^{n-1}n\int_0^\infty y^2e^{-ny}dy\nonumber\\
&=4\sum_{n\ge1}\frac{(-1)^{n-1}}{n^2}=\frac{\pi^2}{3}.
\end{align}
Expanding $K$ about $\mu$, where $K''=g'$, gives the Sommerfeld expansion
\begin{equation}
\int g f\,d\varepsilon=\int_{-\infty}^{\mu}g\,d\varepsilon+a\,g'(\mu)+O(T^4).
\label{somm}
\end{equation}

First set $g=D$. The left side is the fixed number $N=\int_{-\infty}^{\varepsilon_F}D\,d\varepsilon$, so with $\delta\mu=\mu-\varepsilon_F$,
\begin{equation}
0=D\,\delta\mu+a D'+O(T^4)\quad\Rightarrow\quad \delta\mu=-a\frac{D'}{D}+O(T^4),
\end{equation}
where $D$ and $D'$ are taken at $\varepsilon_F$. Next set $g=\varepsilon D$, for which $g'=D+\varepsilon D'$. The energy is
\begin{align}
U(T)-U(0)&=\varepsilon_F D\,\delta\mu+a(D+\varepsilon_F D')+O(T^4)\nonumber\\
&=-a\varepsilon_F D'+aD+a\varepsilon_F D'+O(T^4)=aD+O(T^4).
\label{energy}
\end{align}
The terms in $D'$ cancel because the number is fixed.

The energy rises, while the free energy must fall. The two are connected by $\partial(F/T)/\partial T=-U/T^2$. Subtract the constant $F(0)=U(0)$ from both and integrate from zero. The lower limit of $[F(T)-F(0)]/T$ is $-S(0)$, which vanishes for a continuous spectrum. Hence
\begin{equation}
F(T)-F(0)=-T\int_0^T\frac{U(T')-U(0)}{T'^2}dT'
=-T\int_0^T\frac{\pi^2k^2}{6}D\,dT'=-aD,
\end{equation}
up to $O(T^4)$. This is Eq.~(\ref{onecell}), and subtracting the cells gives Eq.~(\ref{main}). The formation entropy is
\begin{equation}
S^f_{\rm el}=-\frac{\partial F^f_{\rm el}}{\partial T}=\frac{\pi^2}{3}k^2T\,\Delta D .
\end{equation}
A positive excess therefore costs energy $+a\Delta D$ and gains $TS^f_{\rm el}=2a\Delta D$. The net result is $-a\Delta D$, which favours the defect.

\section{Second derivation: a stationary free energy}

Start now from the grand potential $\Omega=-kT\int D\ln(1+e^{(\mu-\varepsilon)/kT})d\varepsilon$. For any real $u$, $\ln(1+e^u)=\max(u,0)+\ln(1+e^{-|u|})$. The first term gives $\Omega$ at $T=0$, so
\begin{equation}
\Omega(T,\mu)-\Omega(0,\mu)=-kT\int D(\varepsilon)\ln\!\left(1+e^{-|\varepsilon-\mu|/kT}\right)d\varepsilon .
\label{kernel}
\end{equation}
This identity is exact for independent electrons. All thermal effects at fixed $\mu$ come from an even window a few $kT$ wide. Expanding the logarithm in powers of $e^{-|y|}$ gives its moments:
\begin{align}
\int_{-\infty}^{\infty}\ln(1+e^{-|y|})dy&=2\sum_{n\ge1}\frac{(-1)^{n-1}}{n^2}=\frac{\pi^2}{6},\\
\frac12\int_{-\infty}^{\infty}y^2\ln(1+e^{-|y|})dy&=2\sum_{n\ge1}\frac{(-1)^{n-1}}{n^4}=\frac{7\pi^4}{360}.
\end{align}

At fixed number, define $\Phi(\mu)=\Omega(T,\mu)+\mu N$. Since $\partial\Omega/\partial\mu=-N(T,\mu)$, $\Phi$ is stationary at the true $\mu$, where it equals $F$. At $\varepsilon_F$ its slope is $N-N(T,\varepsilon_F)=-aD'$, and its curvature is $-D$ to leading order. The maximum of this parabola lies above $\Phi(\varepsilon_F)$ by $(aD')^2/(2D)$. Therefore
\begin{equation}
F(T)-F(0)=-aD+(kT)^4\left[-\frac{7\pi^4}{360}D''+\frac{\pi^4}{72}\frac{D'^2}{D}\right]+O(T^6).
\label{quartic}
\end{equation}
The shift of $\mu$ is of order $T^2$ but changes $F$ only at order $T^4$. For a free-electron band, $D=\sqrt{\varepsilon}$ with $\varepsilon_F=1$, the bracket equals 0.812. A direct fixed-number calculation at $kT=0.03\,\varepsilon_F$ gives 0.814.

The same reasoning treats a potential that responds to temperature. In mean-field density-functional theory, let $v[n]=v_{\rm ext}+v_{\rm Hxc}[n]$, where $v_{\rm Hxc}$ is the functional derivative of $E_{\rm Hxc}$, the Hartree and exchange-correlation energy, assumed to have no explicit temperature dependence. For an input density $n$, write
\begin{equation}
A[n;T]=F_{\rm lev}[v[n];T]-\int v_{\rm Hxc}[n]\,n\,d^3r+E_{\rm Hxc}[n],
\end{equation}
where $F_{\rm lev}$ is the free energy of independent electrons in $v[n]$. Its derivative with respect to $v$ is the output density $n_{\rm out}$. The variation is then
\begin{align}
\delta A&=\int n_{\rm out}\,\delta v_{\rm Hxc}-\int n\,\delta v_{\rm Hxc}-\int v_{\rm Hxc}\,\delta n+\int v_{\rm Hxc}\,\delta n\nonumber\\
&=\int(n_{\rm out}-n)\,\delta v_{\rm Hxc},
\end{align}
which vanishes at self-consistency. If the response is regular, the density changes by $O(T^2)$. Using the $T=0$ density then makes an error of second order in that change, $O(T^4)$. Equation~(\ref{onecell}) thus holds with the DOS of the $T=0$ self-consistent potential.

A ring of 600 sites with 360 electrons tests this, with energies in units of the hopping. One site has the mean-field potential $3+2(n-0.6)$, where $n$ is its electron number, both spins counted, and 0.6 is the average per site. Freezing its potential at the value for $kT=0.015$ changes the free energy by $-7.7\times10^{-9}$ at $kT=0.03$ and by $-2.00\times10^{-7}$ at $kT=0.06$. The ratio is 26.1. If the error is quadratic in the density change, and that change is taken as exactly proportional to $T^2$ apart from a constant, the predicted ratio is
\begin{equation}
\left(\frac{0.06^2-0.015^2}{0.03^2-0.015^2}\right)^2=25 .
\end{equation}

\section{What the two derivations assume}

The first derivation uses number, energy and the vanishing of $S(0)$. It shows where the minus sign comes from, but as written it assumes fixed levels and a differentiable DOS at $\varepsilon_F$.

The second needs no separate statement about $S(0)$, because the reference at $T=0$ is subtracted under the integral. It also covers a mean-field potential, at the price of a stationary functional and a regular density response. Its leading term survives a finite kink in $D$ at $\varepsilon_F$: the number mismatch is still $O(T^2)$, so the shift of $\mu$ still costs $O(T^4)$, although the window integral then acquires a $T^3$ term.

Both derivations need a continuous DOS on the scale of $kT$. A finite cell with a finite $k$-mesh has discrete levels. In the unperturbed ring with 360 electrons the level spacing at $\varepsilon_F$ is 0.017. Between $kT=0.015$ and $0.025$ the free-energy change is 1.001 times the $T^2$ law. Between $0.0005$ and $0.001$ it is 4.76 times the law. In the second range a half-filled degenerate pair of levels, four spin-orbitals, contributes $-4kT\ln2$, which is linear in $T$. This value belongs to Fermi occupations, which fix the mean electron number, as in all the calculations here. With exactly two electrons in the four spin-orbitals it would be $-kT\ln6$, also linear in $T$.

\section{Which excess density of states?}

The change of DOS at one common energy is in general not $\Delta D$. Consider a dilute defect in a fixed potential, with $D_d=xD_b+\Delta\rho$. Let $\Delta N$ be the integral of $\Delta\rho$ up to the bulk Fermi level, and let $Z=N_d-xN_b$. If the defect cell's Fermi level is displaced by $\delta$, counting electrons gives
\begin{equation}
xN_b+Z=xN_b+\Delta N+xD_b\,\delta\quad\Rightarrow\quad\delta=\frac{Z-\Delta N}{xD_b}.
\end{equation}
The displacement falls as the inverse cell size, but it acts on a DOS proportional to the cell size:
\begin{equation}
\Delta D=\Delta\rho+xD_b'\,\delta=\Delta\rho+\frac{D_b'}{D_b}(Z-\Delta N).
\label{dilute}
\end{equation}
The last term survives in an infinitely large cell. It vanishes if $D_b'=0$, or if the defect is neutral in the sense of the Friedel sum rule, $\Delta N=Z$. Screening in a metal enforces this neutrality.

The ring shows the size of the effect. Its band is $\varepsilon=-2\cos q$, and $s=\sqrt{4-\varepsilon^2}$. The bulk local Green function is $G_0=-i/s$, and $D_b\propto1/s$, so $D_b'/D_b=\varepsilon/s^2$. A shift $u$ on one site multiplies $\det(\varepsilon-H)$ by $1-uG_0=1+iu/s$. Its phase gives, for two spins,
\begin{equation}
\Delta N=-\frac{2}{\pi}\arctan\frac{u}{s},\qquad
\Delta\rho=\frac{d\Delta N}{d\varepsilon}=-\frac{2}{\pi}\frac{u\,\varepsilon}{s(s^2+u^2)} .
\end{equation}
For $u=1$ and $\varepsilon_F=-1.176$, $\Delta N=-0.352$ and $\Delta\rho=0.128$. With $Z=0$, Eq.~(\ref{dilute}) gives $\Delta D=-0.030$, and the free energies of the diagonalized ring give $-0.031$. With $Z=\Delta N$ they give $0.128$. At the same site potential, the charge condition alone reverses the sign.

\section{A vacancy in a d band with a pseudogap}

Removing an orbital from a Hamiltonian $H$ leaves $H'$. By Cramer's rule its local Green function is $G(z)=\det(z-H')/\det(z-H)$. Since ${\rm Tr}(z-H)^{-1}=d\ln\det(z-H)/dz$, the DOS changes by $-(1/\pi)\,{\rm Im}\,d\ln G/d\varepsilon$. The vacancy cell is compared with bulk containing one atom fewer, so the bulk DOS $\rho$ of one orbital is added back. At the centre of a symmetric band, $G(0)=-i\pi\rho_0$ and $G'(0)$ is real, so $G'/G=iG'(0)/(\pi\rho_0)$. For ten equivalent, unmixed spin-orbitals,
\begin{equation}
\Delta D=10\left[\rho_0-\frac{G'(0)}{\pi^2\rho_0}\right].
\label{vac}
\end{equation}
At half filling the symmetry places half of the ten removed states below $\varepsilon_F$. The vacancy thus removes five electrons, as neutrality requires, and $\mu$ stays at the band centre.

Take the local DOS
\begin{equation}
\rho=C\sqrt{W^2-\varepsilon^2}\left(1-\frac{q}{\varepsilon^2+w^2}\right),\qquad q=0.7\,w^2,
\end{equation}
with $W=5$ eV and $w=1.5$ eV. Put $r=\sqrt{z^2-W^2}$ and $\kappa=\sqrt{W^2+w^2}/w=3.480$. Then
\begin{equation}
G(z)=\pi C\left[z-r-\frac{q(\kappa z-r)}{z^2+w^2}\right].
\end{equation}
This is the Green function because it has imaginary part $-\pi\rho$ just above the real axis within the band, decays at infinity, and has no pole at $z=\pm iw$, where $r=\kappa z$. Requiring $zG\to1$ at large $z$ gives $\pi C[W^2/2-q(\kappa-1)]=1$, so $C=0.03704$ eV$^{-2}$. Since $r'=z/r$ vanishes at $z=0$,
\begin{equation}
G'(0)=\pi C(1-0.7\kappa)=-0.1671\ {\rm eV}^{-2}.
\end{equation}
With $\rho_0=0.3\,CW=0.0556$ eV$^{-1}$, Eq.~(\ref{vac}) gives
\begin{equation}
\Delta D=10\left[0.0556+\frac{0.1671}{\pi^2(0.0556)}\right]=3.60\ {\rm eV}^{-1}.
\end{equation}
Without the dip, $\rho_0=2/(\pi W)$ and $G'(0)=2/W^2$, so $\Delta D=10/(\pi W)=0.64$ eV$^{-1}$. In this model the pseudogap makes $G'(0)$ negative and the vacancy adds states inside it.

At 1000 K, $kT=0.0862$ eV, and the $T^2$ law gives
\begin{equation}
F^f_{\rm el}=-1.645\,(0.0862)^2(3.60)=-0.044\ {\rm eV},
\end{equation}
with an entropy of $1.0\,k$ from the same law (the full model gives $0.89\,k$). Because $\mu$ is fixed by symmetry, Eq.~(\ref{kernel}) with $D$ replaced by $\Delta D(\varepsilon)$ gives the full answer of the model:

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $T^2$ law (eV) & full (eV) & law/full\\
1000 & $-0.044$ & $-0.041$ & 1.07\\
2000 & $-0.176$ & $-0.143$ & 1.23\\
3000 & $-0.396$ & $-0.278$ & 1.42
\end{tabular}
\end{center}

The law overestimates the magnitude because the excess is peaked at $\varepsilon_F$, with $\Delta D''=-36.8$ eV$^{-3}$. By Eq.~(\ref{quartic}), the first relative correction is $(7\pi^2/60)(kT)^2\Delta D''/\Delta D$. This is $-9\%$ at 1000 K, where the full reduction is 7\%. At 2000 K it is $-35\%$ against a full reduction of 19\%, so the expansion is no longer a useful approximation there. With all other contributions held fixed, the full values multiply the equilibrium concentration of dilute vacancies by $e^{-F^f_{\rm el}/kT}$, which is 1.6 at 1000 K and 2.9 at 3000 K.

\section{Comparison with tungsten}

The parameters are in the rough regime of tungsten, a body-centred cubic metal with a d band about 10 eV wide, a low DOS near $\varepsilon_F$ and a melting point near 3700 K. The model's bulk DOS, 0.56 eV$^{-1}$ per atom, is of the same order as that of tungsten but larger: the measured low-temperature heat capacity implies roughly 0.3 to 0.4 eV$^{-1}$, depending on the correction for electron-phonon enhancement. Three estimates show how far the vacancy result can be trusted. With a rough electron-phonon coupling $\lambda=0.3$, a level half-width $\pi\lambda kT=0.24$ eV at 3000 K lowers $\Delta D$ at the Fermi level by 39\%. The full free energy, which already averages the excess over several $kT$, falls by less. A rough linear expansion of 1.5\%, with hopping falling as the fifth power of distance, raises $\Delta D$ at the Fermi level by 8\%. Of the three, the assumption of half filling matters most. With 4.5 d electrons and no adjustment of the neighbours, the bare vacancy leaves 1.5 electron charges unscreened. The common-level excess is then 0.38 eV$^{-1}$, and Eq.~(\ref{dilute}) gives $-0.58$ eV$^{-1}$. Neither is the value for a screened vacancy, so away from half filling the model without a screening potential does not settle even the sign. Neighbour relaxation, s electrons and orbital mixing are also left out. The dip at the centre of a symmetric band is itself a feature of the model: a body-centred cubic d band is not symmetric and its dip lies below half filling, so the neutrality of the bare vacancy and the fixed $\mu$ do not carry over to tungsten. A value for tungsten itself requires self-consistent cells at their zero-pressure volumes, each evaluated at its own Fermi level as in Eq.~(\ref{excess}), and at high temperature the full free energy at fixed electron number, with $\mu$ found at each temperature, in place of the $T^2$ law. Further digits are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
kernel area 1.644934, half second moment 1.894066 (no unit)
free-electron band, kT/E_F = 0.03: mu/E_F = 0.999259
  T^4 coefficient: numerical 0.8141, formula 0.8117
ring: 600 sites, 360 electrons, site shift 1.0 hopping
  Fermi level -1.1756 hopping, DeltaN = -0.3524 electrons
  common-level DOS change 0.1278 per hopping
  Z = 0: excess from free energy -0.0308, formula -0.0304
  Z = DeltaN (neutral): excess from free energy 0.1283
  level spacing 0.0169 hopping; free energy change / T^2 law:
  kT 0.0005 to 0.001: 4.76; kT 0.015 to 0.025: 1.0008
self-consistent site: bare shift 3.0, interaction 2.0 hopping
  screened shift 2.01201 at kT 0.015, 2.01285 at kT 0.06
  frozen-potential error -7.66e-09 at kT 0.03, -2.00e-07 at 0.06
  error ratio 26.1; second-order theory 25.0
  excess from free energy -0.1170, formula -0.1158 per hopping
vacancy model: half-width 5.0 eV, dip width 1.5 eV, floor 0.3
  C = 0.037039 eV^-2, kappa = 3.4801, G'(0) = -0.16710 eV^-2
  bulk DOS at E_F 0.5556 per eV per atom
  vacancy excess DOS 3.6030 per eV; chain at kT 0.03-0.05 eV: 3.4733
  excess without pseudogap 0.6366 per eV
  curvature of excess -36.784 per eV^3
  F(3000 K)-F(1000 K): chain -0.236992 eV, integral -0.236992 eV
  1000 K: kT 0.08617 eV, T^2 law -0.0440 eV, full integral -0.0410 eV
    law/full 1.074, law entropy 1.021 k, concentration factor (full) 1.61
  2000 K: kT 0.17235 eV, T^2 law -0.1760 eV, full integral -0.1428 eV
    law/full 1.233, law entropy 2.043 k, concentration factor (full) 2.29
  3000 K: kT 0.25852 eV, T^2 law -0.3961 eV, full integral -0.2780 eV
    law/full 1.425, law entropy 3.064 k, concentration factor (full) 2.93
phonon broadening at 3000 K (rough coupling 0.3): half-width 0.244 eV
  broadened excess 2.184 per eV, change -39.4 %
expansion (rough linear strain 0.015): excess 3.881 per eV, change 7.7 %
filling 4.5 d electrons: Fermi level -0.768 eV, unscreened charge 1.499 e
  excess: common level 0.383, own levels -0.580 per eV
\end{verbatim}
